# Electronic temperature at which a dimerized Su-Schrieffer-Heeger chain becomes uniform

## Problem

A ring of $N$ atoms, $N$ even and large, has fixed total length and one electron per atom. Atom $n$ is displaced along the chain by $u_n=(-1)^n u$. The electrons have two spin states and hop between neighbours:

$$H=-\sum_{n,\sigma}t_n\,(c^\dagger_{n+1,\sigma}c_{n\sigma}+\text{h.c.}),\qquad t_n=t_0-\alpha(u_{n+1}-u_n).$$

Each bond also carries a spring energy $\tfrac12K(u_{n+1}-u_n)^2$. The ions are classical and held still; the electrons are kept at temperature $T$. Take $t_0=2.5$ eV, $\alpha=4$ eV/Å and $K=20$ eV/Å$^2$, round model values.

At which temperature does the equilibrium distortion disappear, and what happens there to the restoring force? The force is zero at any stationary point, at every temperature. The second question therefore concerns the force constant, the coefficient of the linear restoring force.

## Levels and occupations

Since $u_{n+1}-u_n=-2(-1)^nu$, the hoppings alternate between $t_0+\delta$ and $t_0-\delta$, with $\delta=2\alpha u$. The spring energy is $\tfrac12K(2u)^2=2Ku^2$ per atom. With two atoms per cell and a phase $2x$ from cell to cell, the levels are $\pm E$, where

$$E^2=|t_0+\delta+(t_0-\delta)e^{2ix}|^2=2t_0^2+2\delta^2+2(t_0^2-\delta^2)\cos2x=4t_0^2\cos^2x+4\delta^2\sin^2x .$$

Put $z=\delta/t_0$, $\tau=kT/t_0$ and $\varepsilon=\sqrt{\cos^2x+z^2\sin^2x}$, so that $E=2t_0\varepsilon$. For $z<1$ the smallest $E$ is $2\delta$, at $\cos x=0$, and the gap is $4\delta=8\alpha u$.

The Fermi function with $\mu=0$ satisfies $f(E)+f(-E)=1$. Each of the $N/2$ pairs of levels then holds two electrons, one per spin, which makes $N$ in all. Half filling thus fixes $\mu=0$ at every $T>0$ and every $u$.

## A tempting solution

Fill the levels with Fermi occupations, compute the energy and minimize it. Because $f(E)-f(-E)=-\tanh(E/2kT)$, the energy per atom is

$$U=2Ku^2-\left\langle E\tanh\frac{E}{2kT}\right\rangle,\qquad \langle g\rangle=\frac2\pi\int_0^{\pi/2}g\,dx .$$

The prefactor of the average is 1: two spins times $N/2$ pairs, divided by $N$. From $E^2=4t_0^2\cos^2x+16\alpha^2u^2\sin^2x$,

$$\frac{dE}{du}=\frac{16\alpha^2u\sin^2x}{E}=\frac{8\alpha^2u\sin^2x}{t_0\,\varepsilon}.$$

With $y=E/2kT=\varepsilon/\tau$, the derivative of $E\tanh y$ with respect to $E$ is $\tanh y+y\,\mathrm{sech}^2y$. Hence

$$\frac{dU}{du}=4Ku\,[1-\lambda(J+Y)],\qquad \lambda=\frac{4\alpha^2}{\pi Kt_0},$$

$$J(z,\tau)=\int_0^{\pi/2}\!\sin^2x\,\frac{\tanh(\varepsilon/\tau)}{\varepsilon}\,dx,\qquad Y(z,\tau)=\frac1\tau\int_0^{\pi/2}\!\sin^2x\;\mathrm{sech}^2\frac{\varepsilon}{\tau}\,dx .$$

The curvature at $u=0$ vanishes when $J(0,\tau)+Y(0,\tau)=1/\lambda$. Here $\lambda=64/(50\pi)=0.4074$ and $1/\lambda=2.454$. Numerical quadrature and a root search give $T\approx10\,900$ K, which looks like the answer.

## Where it fails

The slope of $U$ is not minus the force. For levels $\epsilon_i$ with occupations $f_i$,

$$dU_{\rm el}=\sum_if_i\,d\epsilon_i+\sum_i\epsilon_i\,df_i .$$

The mean force exerted by the electrons is $-\langle\partial H/\partial u\rangle=-\sum_if_i\,d\epsilon_i/du$, because $d\epsilon_i/du=\langle i|\partial H/\partial u|i\rangle$ for a normalized eigenstate. Apart from the sign, this is the first sum alone, taken per unit of $u$. The second sum is heat. With

$$S=-k\sum_i[f_i\ln f_i+(1-f_i)\ln(1-f_i)],\qquad dS=k\sum_i\ln\frac{1-f_i}{f_i}\,df_i,$$

and $\ln[(1-f_i)/f_i]=(\epsilon_i-\mu)/kT$ for Fermi occupations, one finds $T\,dS=\sum_i\epsilon_i\,df_i$, since $\sum_idf_i=0$. Therefore $d(U_{\rm el}-TS)=\sum_if_i\,d\epsilon_i$. The potential whose slope gives the force at constant $T$ is the Mermin free energy $F=U-TS$. The term $Y$ came from the heat and does not belong in the force.

The difference is large. For a diagonalized ring of 200 atoms at 3000 K and $u=0.03$ Å, central differences give a slope per atom of $-0.046$ eV/Å for $F$ and $-0.554$ eV/Å for $U$. The force computed from the bond orders is $+0.046$ eV/Å, in agreement with $F$. In molecular dynamics at fixed electronic temperature, the conserved quantity is accordingly the ionic kinetic energy plus $F$: along a trajectory, $F$ falls by the work that the forces do on the ions.

## The right solution

**Free energy.** At fixed electron number, making $U_{\rm el}-TS$ stationary in $f_i$ gives $\epsilon_i-\mu+kT\ln[f_i/(1-f_i)]=0$, the Fermi function. The second derivative $kT/[f_i(1-f_i)]$ is positive, so this is a minimum. With $\mu=0$, $\ln f_i=\ln(1-f_i)-\epsilon_i/kT$, and each level contributes

$$f_i\epsilon_i+kT[f_i\ln f_i+(1-f_i)\ln(1-f_i)]=kT\ln(1-f_i)=-kT\ln(1+e^{-\epsilon_i/kT}).$$

A pair $\pm E$ gives $-kT\ln[(1+e^{-E/kT})(1+e^{E/kT})]=-2kT\ln(2\cosh y)$. Per atom, again with two spins and $N/2$ pairs,

$$f(u,T)=2Ku^2-2kT\,\langle\ln(2\cosh y)\rangle .$$

Differentiation gives $4Ku-\langle\tanh y\;dE/du\rangle$, that is,

$$\frac{df}{du}=4Ku\,[1-\lambda J(z,\tau)] .$$

**One minimum.** The function $\tanh(y)/y$ falls with $y>0$, because its derivative is $(2y-\sinh2y)/(2y^2\cosh^2y)<0$. Since $\varepsilon$ grows with $z$, $J$ falls with $z$. Thus $df/d(u^2)=2K(1-\lambda J)$ rises with $u^2$, and $f$ is convex in $u^2$. Moreover $\varepsilon\ge z\sin x$ gives $J\le1/z$, so $J$ falls to zero at large $z$. If $\lambda J(0,\tau)>1$, there is one pair of minima $\pm u^*$, fixed by $\lambda J(z^*,\tau)=1$. Otherwise the minimum is at $u=0$.

At fixed $\varepsilon$, $\tanh(\varepsilon/\tau)$ falls as $\tau$ grows, and so does $J(0,\tau)$. It diverges for $\tau\to0$, as the expansion below shows, and is less than $\pi/(4\tau)$ because $\tanh y<y$. The divergence belongs to the infinite chain, where the sum over levels becomes the integral. A finite ring with $N=4n+2$ has no level at zero energy, so $J$ stays finite and weak coupling leaves it undistorted, for example $N=202$ with $\lambda=0.15$. For the infinite chain and every $\lambda>0$ there is one critical temperature:

$$\boxed{\,\int_0^{\pi/2}\sin^2x\;\frac{\tanh(t_0\cos x/kT_c)}{\cos x}\,dx=\frac{\pi Kt_0}{4\alpha^2}\,}$$

The minimum has positive hoppings if $z^*<1$. As $J(1,\tau)=(\pi/4)\tanh(1/\tau)<\pi/4$, this holds at all $T$ for $\lambda<4/\pi$.

**Force constant.** Differentiating the slope once more gives, at $u=0$ and at the dimerized minimum respectively,

$$\kappa_0=4K[1-\lambda J(0,\tau)],\qquad \kappa^*=-4K\lambda\,z^*\frac{\partial J}{\partial z}\bigg|_{z^*}.$$

The first vanishes at $T_c$ by definition. For the second, write $J(z,\tau)=J(0,\tau)-Bz^2+\dots$ with $B>0$. The minimum has $Bz^{*2}=J(0,\tau)-1/\lambda$ to leading order, so

$$\kappa^*=8K\lambda Bz^{*2}=8K[\lambda J(0,\tau)-1]=-2\kappa_0 .$$

Distortion and force constant vanish together. At $T_c$ itself a force $-4K\lambda Bz^2u$, cubic in $u$, still pulls the atoms back.

## Weak coupling

For small $\tau$ the integral can be done. With $c=\cos x$,

$$J(0,\tau)=\int_0^1\frac{\tanh(c/\tau)}{c}\,dc+\int_0^1\frac{\sqrt{1-c^2}-1}{c}\tanh\frac c\tau\,dc .$$

Integrating the first term by parts, with exponentially small errors, gives $\ln(1/\tau)-L$, where $L=\int_0^\infty\ln y\;\mathrm{sech}^2y\,dy$. To find $L$, expand $\mathrm{sech}^2y=4\sum_{n\ge1}(-1)^{n+1}n\,e^{-2ny}$ and integrate:

$$\int_0^\infty y^s\,\mathrm{sech}^2y\,dy=2^{1-s}\,\Gamma(1+s)\,\eta(s),\qquad \eta(s)=\sum_{n\ge1}\frac{(-1)^{n+1}}{n^s}.$$

At $s=0$ the left side is 1, so $\eta(0)=\tfrac12$. Averaging neighbouring terms of the alternating series for $\eta'(0)$ gives

$$\eta'(0)=\tfrac12\ln\left(\tfrac21\cdot\tfrac23\cdot\tfrac43\cdot\tfrac45\cdots\right)=\tfrac12\ln\tfrac\pi2$$

by Wallis's product. The derivative at $s=0$ is then $L=-\ln2-\gamma+\ln(\pi/2)=-\ln(4e^\gamma/\pi)$, with $\gamma$ Euler's constant.

In the second term set $\tanh\to1$ and $s=\sqrt{1-c^2}$. It becomes $-\int_0^1s\,ds/(1+s)=\ln2-1$. The error comes from $c\sim\tau$, where the factor before $\tanh$ is $-c/2$. It is $\tfrac12\tau^2\int_0^\infty y(1-\tanh y)\,dy=\pi^2\tau^2/48$. In total

$$J(0,\tau)=\ln\frac{8e^{\gamma-1}}{\pi\tau}+\frac{\pi^2\tau^2}{48}+\dots,\qquad kT_c\simeq\frac{8e^{\gamma-1}}{\pi}\,t_0\,e^{-1/\lambda}.$$

**Zero temperature.** Now $\tanh\to1$ and, for small $z$, $J\simeq\int_0^1dc/\sqrt{c^2+z^2}+\ln2-1\simeq\ln(4/z)-1$. Hence $z_0\simeq4e^{-1-1/\lambda}$. The gap is $4t_0z_0$, and its ratio to $kT_c$ tends to $2\pi e^{-\gamma}=3.53$, independent of the parameters.

**Onset.** Use $\tanh(y)/y=\sum_{n\ge0}2/(y^2+a_n^2)$ with $a_n=(n+\tfrac12)\pi$. For small $\tau$, where $\sin x\simeq1$ in the region that matters,

$$B\simeq-\frac1{2\tau^2}\int_0^\infty\frac1y\frac{d}{dy}\frac{\tanh y}{y}\,dy=\frac1{2\tau^2}\sum_n\frac{\pi}{a_n^3}=\frac{7\zeta(3)}{2\pi^2\tau^2}.$$

Each term used $\int_0^\infty4\,dy/(y^2+a^2)^2=\pi/a^3$. With $J(0,\tau)-1/\lambda\simeq\ln(T_c/T)$,

$$z^{*2}\simeq\frac{2\pi^2\tau_c^2}{7\zeta(3)}\ln\frac{T_c}{T},\qquad \tau_c=\frac{kT_c}{t_0},$$

a square-root onset below $T_c$.

**The false temperature.** Since $Y(0,\tau)=-\tau\,\partial J(0,\tau)/\partial\tau\simeq1$, the tempting condition becomes $\ln(T/T_c)=1$. Its answer is too high by a factor $e$ in this limit.

## Numbers

The closed form gives $kT_c=1.6685\times2.5\ \text{eV}\times e^{-2.454}=0.358$ eV, or 4159 K. Solving the full condition by quadrature and root search gives

$$kT_c=0.360\ \text{eV},\qquad T_c=4177\ \text{K}.$$

The correction $\pi^2\tau_c^2/48$, with $\tau_c=0.144$, raises the closed form by 0.4% and accounts for the difference. The internal energy had given a temperature 2.61 times too high. At zero temperature the full equation gives $z_0=0.130$, hence $u_0=z_0t_0/2\alpha=0.0406$ Å and a gap of 1.30 eV, or $3.61\,kT_c$.

The same numerical solution at other temperatures gives the following, with $\kappa$ in eV/Å$^2$ per atom:

| $T$ (K) | $u^*$ (Å) | gap (eV) | $\kappa$ at minimum | $\kappa_0$ |
|---|---|---|---|---|
| 300 | 0.0406 | 1.299 | 31.2 | −85.7 |
| 2000 | 0.0392 | 1.255 | 27.0 | −23.9 |
| 3000 | 0.0331 | 1.058 | 16.7 | −10.7 |
| 4000 | 0.0144 | 0.460 | 2.71 | −1.40 |
| 4500 | 0 | 0 | 2.41 | 2.41 |
| 6000 | 0 | 0 | 11.7 | 11.7 |

At low temperature $J\simeq\ln(4/z)-1$ gives $\kappa^*\simeq4K\lambda=32.6$ eV/Å$^2$, close to the first row. Meanwhile $\kappa_0\simeq4K\lambda\ln(T/T_c)$ becomes ever more negative on cooling: the infinite uniform chain has no finite force constant at $T=0$. Finite rings depart from this once $kT$ approaches the level spacing. At 300 K, $\kappa_0$ is $-91.0$ for $N=200$ and $-81.0$ for $N=202$, and on further cooling the latter levels off at $-87.1$ eV/Å$^2$. Above $T_c$ the same logarithm gives 2.43 eV/Å$^2$ at 4500 K, against 2.41 in the table. At 4000 K the ratio $\kappa^*/\kappa_0$ is $-1.94$, near its limit $-2$.

The square-root law gives 0.0143 Å at 4000 K, against 0.0144 Å. This closeness is partly luck. At $T_c$ and $u=0.005$ Å the leading $B$ predicts a force of $-0.86$ meV/Å, while the bond orders of the ring give $-0.79$ meV/Å, so the leading $B$ is some 8% too large. In the law this is offset by the use of $\tau_c$ in place of the smaller $\tau$. Doubling $u$ multiplies the force by 7.9. The factor stays below 8 because each term $2/(y^2+a_n^2)$ is convex in $y^2$, so $J(0,\tau)-J(z,\tau)$ grows more slowly than $z^2$.

## What the result covers

The minimization compared uniform dimerizations only. To see whether another distortion comes first, one atom of the undistorted 200-atom ring was displaced at $T_c$, and the forces on all atoms were Fourier transformed. Relative to the bare springs, the force constant is zero at wavevector $\pi$ per atom and positive at all others between 0 and $\pi$. The lowest of these is 0.004, at $0.99\pi$, the neighbouring wavevector on this ring. The dimerization is thus the mode that has gone soft, with its neighbours close behind.

The ions were frozen, so $T_c$ is a property of the electronic free energy and not a phase transition of a warm chain. If the ions shared the temperature, walls could form between stretches of the $+u^*$ and $-u^*$ patterns. On a ring with $N$ even they come in pairs. Each wall costs a finite energy $w$ but can sit at about $N$ places, so a pair of distant walls has a free energy of about $2(w-kT\ln N)$. For a long enough chain this is negative at any $T>0$ at which $u^*$ is not zero, and walls would destroy the long-range order. The calculation gives the potential that hot electrons provide for ions that are still cold, and the minima of that potential.
